# Pairing energy of hydrogen on silicon dimers from a two-site Hubbard model: test program

```python
"""
Result under test: two singly hydrogenated silicon dimers that convert into one
bare and one doubly hydrogenated dimer gain the energy
    gain = (sqrt(W^2 + 16 t^2) - W) / 2,   W = U - V.
t: hopping between the two dangling orbitals of a bare dimer
U: repulsion of two electrons in one orbital
V: repulsion between net charges on the two atoms
eps: dangling-orbital energy; t_h: hopping in a Si-H bond
delta: site energies +delta, -delta of a buckled dimer
All energies are in eV. The reference side is exact diagonalization of the
many-electron Hamiltonian in the occupation basis.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def move_electron(state, target, source):
    """Apply create(target) annihilate(source); return (sign, new state)."""
    if not (state >> source) & 1:
        return 0, state
    sign = (-1) ** bin(state & ((1 << source) - 1)).count("1")
    state ^= 1 << source
    if (state >> target) & 1:
        return 0, state
    sign *= (-1) ** bin(state & ((1 << target) - 1)).count("1")
    return sign, state | (1 << target)


def build(levels, bonds, n_electrons, u, v=0.0):
    """Hamiltonian and basis; spin orbital index = 2*site + spin.
    bonds: list of (site, site, hopping); v acts between sites 0 and 1."""
    n_sites = len(levels)
    basis = [sum(1 << p for p in occ)
             for occ in combinations(range(2 * n_sites), n_electrons)]
    index = {state: k for k, state in enumerate(basis)}
    ham = np.zeros((len(basis), len(basis)))
    for k, state in enumerate(basis):
        occ = [((state >> (2 * i)) & 1) + ((state >> (2 * i + 1)) & 1)
               for i in range(n_sites)]
        ham[k, k] = np.dot(levels, occ) + u * occ.count(2)
        if n_sites > 1:
            ham[k, k] += v * (occ[0] - 1) * (occ[1] - 1)
        for i, j, hop in bonds:
            for a, b in ((i, j), (j, i)):
                for spin in (0, 1):
                    sign, new = move_electron(state, 2*a + spin, 2*b + spin)
                    if sign:
                        ham[index[new], k] -= hop * sign
    return ham, basis


def spectrum(*args, **kwargs):
    return np.linalg.eigvalsh(build(*args, **kwargs)[0])


def gain_formula(t, w):
    return (np.sqrt(w * w + 16 * t * t) - w) / 2


def ionic_formula(t, w):
    return (1 - w / np.sqrt(w * w + 16 * t * t)) / 2


def gain_diagonalized(t, u, v, eps):
    single = spectrum([eps], [], 1, u)[0]
    bare = spectrum([eps, eps], [(0, 1, t)], 2, u, v)[0]
    return 2 * single - bare


def gain_with_hydrogen(t, w, t_h):
    """Hydrogen orbitals kept explicitly; same repulsion w on every site."""
    none = spectrum([0.0] * 2, [(0, 1, t)], 2, w)[0]
    one = spectrum([0.0] * 3, [(0, 1, t_h), (1, 2, t)], 3, w)[0]
    two = spectrum([0.0] * 4, [(0, 1, t_h), (1, 2, t), (2, 3, t_h)], 4, w)[0]
    return 2 * one - none - two


def buckling_lowering(t, u, v, delta):
    flat = spectrum([0.0, 0.0], [(0, 1, t)], 2, u, v)[0]
    tilted = spectrum([delta, -delta], [(0, 1, t)], 2, u, v)[0]
    return flat - tilted


# Gain for many parameter sets, with a nonzero orbital energy
rng = np.random.default_rng(4)
for _ in range(40):
    t_r, u_r, v_r, eps_r = rng.uniform([0.05, 0.5, 0, -2], [1.5, 5, 2, 2])
    assert abs(gain_diagonalized(t_r, u_r, v_r, eps_r)
               - gain_formula(t_r, u_r - v_r)) < 1e-10

# Example parameters
t, U, V, temperature = 0.3, 2.0, 1.0, 650.0
W = U - V
gain = gain_formula(t, W)
ham, basis = build([0.0, 0.0], [(0, 1, t)], 2, U, V)
levels, vectors = np.linalg.eigh(ham)
assert np.allclose(levels, [-gain, 0, 0, 0, W, W + gain], atol=1e-12)

# Limits of weak and strong repulsion
assert abs(gain_diagonalized(t, 1e-6, 0, 0) / (2 * t) - 1) < 1e-5
assert abs(gain_diagonalized(t, 100, 0, 0) / (4 * t * t / 100) - 1) < 1e-3

# Ionic weight from the eigenvector and from the slope of the gain
ionic = sum(vectors[k, 0] ** 2 for k, s in enumerate(basis)
            if s in (0b0011, 0b1100))
step = 1e-4
slope = (gain_diagonalized(t, U + step, V, 0)
         - gain_diagonalized(t, U - step, V, 0)) / (2 * step)
assert abs(ionic - ionic_formula(t, W)) < 1e-12
assert abs(ionic + slope) < 1e-7

# Doubly occupied bonding orbital as a trial state
trial = np.zeros(len(basis))
for i in (0, 1):
    for j in (0, 1):
        up, down = 2 * i, 2 * j + 1
        trial[basis.index((1 << up) | (1 << down))] = 0.5 * (
            1 if up < down else -1)
gain_orbital = -trial @ ham @ trial
assert abs(gain_orbital - (2 * t - W / 2)) < 1e-12
assert gain_orbital < gain

# Explicit hydrogen: additivity of bonds and its leading correction
t_h = 3.0
for w_test in (0.0, W):
    big = 300.0
    coefficient = (gain_formula(t, w_test)
                   - gain_with_hydrogen(t, w_test, big)) * big / t**2
    assert abs(coefficient - 1.5) < 0.02  # next order is about w/t_h
gain_h = gain_with_hydrogen(t, W, t_h)

# Buckling at small site asymmetry
small = 0.005
predicted = 4 * small**2 * ionic_formula(t, W) / (W + gain)
assert abs(buckling_lowering(t, U, V, small) / predicted - 1) < 1e-3

# Thermal populations: solve for the hydrogen fugacity at half coverage
kT = const.k * temperature / const.e
Z0 = (np.exp(gain / kT) + 3 + np.exp(-W / kT) + np.exp(-(W + gain) / kT))
K = Z0 / 16
one_h = 1 / (1 + 2 * np.sqrt(K))
sum_bare = np.exp(-levels / kT).sum()
sum_one = 2 * np.exp(-spectrum([0.0], [], 1, U) / kT).sum()


def populations(log_fugacity):
    y = np.exp(log_fugacity)
    weights = np.array([sum_bare, sum_one * y, y * y])
    return weights / weights.sum()


root = brentq(lambda x: populations(x) @ [0, 0.5, 1] - 0.5, -30, 30,
              xtol=1e-12)
pop = populations(root)
assert abs(pop[1] - one_h) < 1e-9
assert abs(pop[0] * pop[2] / pop[1]**2 / K - 1) < 1e-8
apparent = kT * np.log(4 * K)
assert apparent < gain

# Screened point-charge repulsion, e^2/(eps_s d) in Gaussian form
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
bulk_eps, d_dimer, d_row = 11.7, 0.23, 0.384
surface_eps = (bulk_eps + 1) / 2
v_dimer = coulomb / (surface_eps * d_dimer)
v_row = coulomb / (surface_eps * d_row)

# Dangling bonds on neighbouring singly hydrogenated dimers
t_row = 0.1
row_lowering = -spectrum([0.0, 0.0], [(0, 1, t_row)], 2, U, v_row)[0]
assert abs(row_lowering - gain_formula(t_row, U - v_row)) < 1e-12

print(f"hopping t = {t:.2f} eV")
print(f"on-site repulsion U = {U:.2f} eV")
print(f"intersite repulsion V = {V:.2f} eV")
print(f"effective repulsion W = {W:.2f} eV")
print(f"square root sqrt(W^2+16t^2) = {np.sqrt(W*W+16*t*t):.4f} eV")
print("bare-dimer levels (eV, from 2 eps):",
      " ".join(f"{x + 0.0:.4f}" for x in np.round(levels, 10) + 0.0))
print(f"energy gain = {gain:.4f} eV")
print(f"energy gain = {gain*const.e*const.N_A/1000:.2f} kJ/mol")
print(f"limit 2t = {2*t:.3f} eV")
print(f"limit 4t^2/W = {4*t*t/W:.3f} eV")
print(f"gain, filled bonding orbital = {gain_orbital:.3f} eV")
print(f"ionic weight = {ionic:.4f}")
for t_s in (0.2, 0.4):
    print(f"gain at t={t_s:.1f} eV, W={W:.1f} eV: "
          f"{gain_diagonalized(t_s, U, V, 0):.3f} eV")
for w_s in (0.5, 1.5):
    print(f"gain at t={t:.1f} eV, W={w_s:.1f} eV: "
          f"{gain_diagonalized(t, w_s, 0, 0):.3f} eV")
print(f"dimer length = {d_dimer:.2f} nm")
print(f"bulk dielectric constant = {bulk_eps:.1f}")
print(f"surface dielectric constant = {surface_eps:.2f}")
print(f"point-charge V on dimer = {v_dimer:.2f} eV")
print(f"Si-H hopping t_h = {t_h:.1f} eV")
print(f"gain with explicit H orbitals = {gain_h:.4f} eV")
print(f"change from explicit H = {gain_h-gain:.4f} eV")
print(f"leading estimate -3t^2/(2t_h) = {-1.5*t*t/t_h:.4f} eV")
for delta in (0.25, 0.50):
    estimate = 4 * delta**2 * ionic / (W + gain)
    print(f"buckling delta={delta:.2f} eV: electronic lowering "
          f"{buckling_lowering(t, U, V, delta):.4f} eV")
    print(f"  small-delta estimate {estimate:.4f} eV")
print(f"dimer spacing along row = {d_row:.3f} nm")
print(f"point-charge V along row = {v_row:.2f} eV")
print(f"hopping along row = {t_row:.2f} eV")
print(f"lowering of neighbouring one-H pair = {row_lowering:.4f} eV")
print(f"temperature = {temperature:.0f} K")
print(f"kT = {kT:.4f} eV")
print(f"gain/kT = {gain/kT:.3f}")
print(f"bare-dimer sum Z0 = {Z0:.1f}")
print(f"equilibrium constant K = {K:.2f}")
print(f"one-H dimer fraction, half coverage = {pop[1]:.3f}")
print(f"bare dimer fraction = {pop[0]:.3f}")
print(f"two-H dimer fraction = {pop[2]:.3f}")
print(f"one-H fraction, random = {1/(1+2*np.sqrt(0.25)):.3f}")
print(f"apparent pairing energy kT ln(4K) = {apparent:.4f} eV")
print(f"spin-entropy reduction = {gain-apparent:.4f} eV")
print("OK")
```

Printed output:

```
hopping t = 0.30 eV
on-site repulsion U = 2.00 eV
intersite repulsion V = 1.00 eV
effective repulsion W = 1.00 eV
square root sqrt(W^2+16t^2) = 1.5620 eV
bare-dimer levels (eV, from 2 eps): -0.2810 0.0000 0.0000 0.0000 1.0000 1.2810
energy gain = 0.2810 eV
energy gain = 27.11 kJ/mol
limit 2t = 0.600 eV
limit 4t^2/W = 0.360 eV
gain, filled bonding orbital = 0.100 eV
ionic weight = 0.1799
gain at t=0.2 eV, W=1.0 eV: 0.140 eV
gain at t=0.4 eV, W=1.0 eV: 0.443 eV
gain at t=0.3 eV, W=0.5 eV: 0.400 eV
gain at t=0.3 eV, W=1.5 eV: 0.210 eV
dimer length = 0.23 nm
bulk dielectric constant = 11.7
surface dielectric constant = 6.35
point-charge V on dimer = 0.99 eV
Si-H hopping t_h = 3.0 eV
gain with explicit H orbitals = 0.2448 eV
change from explicit H = -0.0362 eV
leading estimate -3t^2/(2t_h) = -0.0450 eV
buckling delta=0.25 eV: electronic lowering 0.0378 eV
  small-delta estimate 0.0351 eV
buckling delta=0.50 eV: electronic lowering 0.1814 eV
  small-delta estimate 0.1404 eV
dimer spacing along row = 0.384 nm
point-charge V along row = 0.59 eV
hopping along row = 0.10 eV
lowering of neighbouring one-H pair = 0.0278 eV
temperature = 650 K
kT = 0.0560 eV
gain/kT = 5.017
bare-dimer sum Z0 = 154.0
equilibrium constant K = 9.62
one-H dimer fraction, half coverage = 0.139
bare dimer fraction = 0.431
two-H dimer fraction = 0.431
one-H fraction, random = 0.500
apparent pairing energy kT ln(4K) = 0.2045 eV
spin-entropy reduction = 0.0765 eV
OK
```
